\section*{Standoff of a Screw Dislocation Beneath a Thin, Stiffer Surface Oxide, part 1}

(Sections cited here and not found follow in the second part.)

\section{From a bare surface to a finite film}

\subsection{Definitions and conventions}

The metal fills the half-space $x>0$, so $x$ measures depth below the metal surface. The oxide fills $-h<x<0$ and its outer face $x=-h$ is free of traction. The $y$ axis runs along the surface. A straight screw dislocation lies parallel to $z$ at the point $(x,y)=(d,0)$ in the metal, with $d>0$. Its Burgers vector is $b\hat{\mathbf z}$ and its line direction is $+\hat{\mathbf z}$.

Both layers are linear elastic and, for now, isotropic, with shear moduli $\mu_m$ in the metal and $\mu_f$ in the film. The interface is flat and welded: displacement and traction pass through it without a jump. The metal is taken as infinitely deep. I use
\begin{equation}
r=\frac{\mu_f}{\mu_m},\qquad K=\frac{r-1}{r+1},\qquad E_0=\frac{\mu_m b^2}{4\pi}.
\end{equation}
For finite positive $r$ the contrast $K$ lies between $-1$ and $1$, and it is positive when the film is the stiffer layer. The quantity $E_0$ is an energy per length, which is also a force.

A screw dislocation displaces material along its own line. The displacement is $w(x,y)\hat{\mathbf z}$, and the stresses that matter are
\begin{equation}
\sigma_{xz}=\mu\,\partial_x w,\qquad \sigma_{yz}=\mu\,\partial_y w .
\end{equation}
Equilibrium, $\partial_x\sigma_{xz}+\partial_y\sigma_{yz}=0$, makes $w$ harmonic inside each layer.

The force per length on the line is the Peach--Koehler force $(\boldsymbol\sigma\cdot\mathbf b)\times\hat{\mathbf z}$. With $\boldsymbol\sigma\cdot\mathbf b=b(\sigma_{xz},\sigma_{yz},\sigma_{zz})$, the cross product gives
\begin{equation}
F_x=b\,\sigma_{yz},\qquad F_y=-b\,\sigma_{xz}.
\label{pk}
\end{equation}
The stress here is that of everything except the dislocation's own field in an infinite metal. I write $F$ for $F_x$. Positive $F$ drives the line deeper into the metal and counts as repulsion from the surface.

\subsection{The field of one screw, and a sign check}

In an infinite body, $w$ must grow by $b$ on one counterclockwise turn around the line. The harmonic function that does this is $w_\infty=b\theta/2\pi$, where $\theta$ is the polar angle about $(d,0)$. With $\rho^2=(x-d)^2+y^2$ its derivatives are
\begin{equation}
\partial_x w_\infty=-\frac{b}{2\pi}\frac{y}{\rho^2},\qquad
\partial_y w_\infty=\frac{b}{2\pi}\frac{x-d}{\rho^2}.
\label{grad}
\end{equation}

Suppose a second screw of strength $sb$ sits at $(x',0)$ with $x'<d$. Its stress at the first is $\sigma_{yz}=\mu_m sb/[2\pi(d-x')]$, so by \eqref{pk}
\begin{equation}
F=\frac{\mu_m b^2}{2\pi}\frac{s}{d-x'}=\frac{2E_0\,s}{d-x'} .
\label{pair}
\end{equation}
Equal signs, $s>0$, repel, as they should. This fixes the sign of every image force below.

\subsection{Simplest case: bare metal}

Remove the film, so that the plane $x=0$ is free. Then $\partial_xw=0$ is required there. The dislocation alone gives $-(b/2\pi)\,y/(d^2+y^2)$. A fictitious screw of strength $sb$ at $(-d,0)$, outside the metal, adds $s$ times the same function, because both lines are equally far from the plane. The sum vanishes for $s=-1$. The separation is $2d$, and \eqref{pair} gives
\begin{equation}
F_{\rm bare}=-\frac{E_0}{d}.
\label{bare}
\end{equation}
The free surface attracts. Material near it can relax, so the strain energy falls as the line approaches.

\subsection{Opposite extreme: a very thick oxide}

Now let the oxide fill all of $x<0$. Try the field of the dislocation plus an image $sb$ at $-d$ in the metal, and the field of a screw of strength $tb$ located at $+d$ in the oxide. Neither fictitious source lies in the region where its field is used.

Continuity of $w$ along the interface follows from continuity of $\partial_yw$, up to a rigid shift that carries no stress. At $x=0$ equation \eqref{grad} gives $-d$ for the source at $d$ and $+d$ for the one at $-d$, each over the common factor $d^2+y^2$. Hence $-1+s=-t$. For the traction the numerators are equal, so $\mu_m(1+s)=\mu_f t$. Eliminating $t$,
\begin{equation}
\mu_m(1+s)=\mu_f(1-s)
\quad\Rightarrow\quad
s=\frac{\mu_f-\mu_m}{\mu_f+\mu_m}=K,
\qquad F_{\rm thick}=\frac{E_0K}{d}.
\label{thick}
\end{equation}
Two limits check this. For $\mu_f=0$ we get $K=-1$ and recover \eqref{bare}. For $\mu_f=\mu_m$ there is no interface and the force vanishes.

A stiff oxide of unlimited thickness repels at every depth, and a bare surface attracts at every depth. Neither has a rest position. The two forces have the same $1/d$ form, so adding them with fixed weights would not produce one either. A second length is needed, and the film thickness supplies it.

\subsection{Finite film: one wave at a time}

The geometry does not change along $y$, so I resolve the field into waves $\sin ky$. For $a>0$,
\begin{equation}
\arctan\frac{y}{a}=\int_0^\infty\frac{dk}{k}\,e^{-ka}\sin ky .
\label{arctan}
\end{equation}
Both sides vanish at $y=0$, and both have the $y$ derivative $a/(a^2+y^2)$, since this is the value of $\int_0^\infty e^{-ka}\cos ky\,dk$.

On the surface side of the dislocation, $x<d$, the polar angle is $\theta=\pi-\arctan[y/(d-x)]$. Dropping the constant, which is a rigid shift,
\begin{equation}
w_\infty=-\frac{b}{2\pi}\int_0^\infty\frac{dk}{k}\,e^{-k(d-x)}\sin ky .
\end{equation}
The response of the layered body must be regular in the metal and its waves must decay with depth. In the film the total field must satisfy $\partial_xw=0$ at $x=-h$. These demands leave one unknown amplitude per layer:
\begin{align}
w_{\rm image}&=\frac{b}{2\pi}\int_0^\infty\frac{dk}{k}\,A(k)\,e^{-kx}\sin ky,\\
w_{\rm film}&=\frac{b}{2\pi}\int_0^\infty\frac{dk}{k}\,B(k)\cosh[k(x+h)]\sin ky .
\end{align}
In the metal the total field is $w_\infty+w_{\rm image}$. At $x=0$, continuity of displacement and of traction read
\begin{align}
A-e^{-kd}&=B\cosh kh,\\
-\mu_m\left(A+e^{-kd}\right)&=\mu_fB\sinh kh .
\end{align}
The minus sign in the second line comes from two sources: $w_\infty$ carries an overall minus, and the image wave decays with $x$. Now define
\begin{equation}
P(k)=r\tanh kh .
\end{equation}
Dividing the second condition by $\mu_m$ and inserting $B$ from the first gives $-A-e^{-kd}=P(A-e^{-kd})$. Collecting terms, $A(1+P)=(P-1)e^{-kd}$, or
\begin{equation}
A=R(k)\,e^{-kd},\qquad R(k)=\frac{P-1}{P+1}=\frac{r\tanh kh-1}{r\tanh kh+1}.
\label{R}
\end{equation}

At the dislocation the image stress is $\mu_m\partial_yw_{\rm image}$. Differentiating $\sin ky$ gives $k\cos ky$, which equals $k$ at $y=0$ and cancels the $1/k$. Therefore
\begin{equation}
F=b\,\sigma_{yz}=2E_0\int_0^\infty R(k)\,e^{-2kd}\,dk .
\label{modes}
\end{equation}
One factor $e^{-kd}$ accounts for the wave reaching the interface, the other for its return. The component $F_y$ vanishes, because $w_{\rm image}$ is odd in $y$ and so $\partial_xw_{\rm image}=0$ at $y=0$. The line has no preferred position along the surface.

The physical content sits in $P$. A surface wave on the metal meets the stiffness $\mu_mk$, meaning traction per displacement. The film opposes it with $\mu_fk\tanh kh$. For waves short compared with $h$ the film shows its full modulus and reflects like a thick oxide. For long waves its stiffness is close to $\mu_fk^2h$, which is small against $\mu_mk$, and the surface reflects as if free. For $r>1$ the reflection changes sign where the two stiffnesses match. A dislocation at depth $d$ samples $k$ up to about $1/2d$: a close one feels the oxide, a distant one feels the free face behind it.

Limits of \eqref{modes}: for $h\to\infty$, $R\to K$ and the integral of $e^{-2kd}$ is $1/2d$, which reproduces \eqref{thick}. For $h\to0$, $R\to-1$, which reproduces \eqref{bare}. For $r=1$, $R=-e^{-2kh}$ and $F=-E_0/(d+h)$, the bare result measured from the true free face.

\subsection{The same force as a row of images}

Set $q=e^{-2kh}$, so that $\tanh kh=(1-q)/(1+q)$. Multiplying numerator and denominator of $R$ by $1+q$,
\begin{equation}
R=\frac{(r-1)-q(r+1)}{(r+1)-q(r-1)}=\frac{K-q}{1-Kq}
=K-(1-K^2)\frac{q}{1-Kq}.
\label{Rq}
\end{equation}
The last form is verified by recombining: $K(1-Kq)-(1-K^2)q=K-q$. Since $|Kq|<1$, the fraction is the geometric series $\sum_{n\ge1}K^{n-1}q^n$. Each term integrates by $\int_0^\infty e^{-2k(d+nh)}dk=1/[2(d+nh)]$. The resulting sum converges absolutely because $|K|<1$, which permits the exchange of sum and integral. The force is
\begin{equation}
F(d)=E_0\left[\frac{K}{d}-(1-K^2)\sum_{n=1}^{\infty}\frac{K^{n-1}}{d+nh}\right].
\label{series}
\end{equation}
Comparison with \eqref{pair} identifies an image of strength $K$ at $-d$ and further images of strength $-(1-K^2)K^{n-1}$ at $-(d+2nh)$. The factor $1-K^2$ is the transmission into the film, $1-K$, times the transmission back, $1+K$. Each extra round trip inside the film multiplies by $K$.

The strengths add up to
\begin{equation}
K-\frac{1-K^2}{1-K}=K-(1+K)=-1 .
\end{equation}
Seen from far away, the whole row acts as the single opposite image of a free surface.

\subsection{One rest position, and when it exists}

With $t=2kd$, equation \eqref{modes} becomes
\begin{equation}
\frac{d\,F(d)}{E_0}=g(d)=\int_0^\infty R\!\left(\frac{t}{2d}\right)e^{-t}\,dt .
\label{g}
\end{equation}
The function $P$ rises with $k$, and $dR/dP=2/(1+P)^2>0$, so $R$ rises from $-1$ at $k=0$ towards $K$ at large $k$. Differentiating \eqref{g},
\begin{equation}
g'(d)=-\int_0^\infty\frac{t}{2d^2}\,R'\!\left(\frac{t}{2d}\right)e^{-t}\,dt<0 .
\end{equation}
Because $|R|\le1$, the limits may be taken under the integral: $g\to K$ for $d\to0$ and $g\to-1$ for $d\to\infty$.

If $K>0$, the continuous and strictly falling function $g$ crosses zero once, at a depth $d_*$. There $F'(d_*)=E_0g'(d_*)/d_*<0$: a line displaced inward is pulled back, and one displaced outward is pushed back. The rest position is stable in depth. If $K\le0$, then $g<0$ throughout and the line is attracted at all depths. A stiffer film, $\mu_f>\mu_m$, is therefore both necessary and sufficient within this model. Since \eqref{series} depends on $d$ and $h$ through $d/h$ apart from the prefactor $1/h$, the ratio $d_*/h$ is a function of $r$ alone.

\section{Standoff, energy and an aluminium example}

\subsection{Symbols and results carried over}

The screw lies at depth $d$ in a metal of modulus $\mu_m$, under a welded film of thickness $h$ and modulus $\mu_f$. The depth axis is $x$, the surface direction normal to the line is $y$, and positive $F$ points into the metal. With $r=\mu_f/\mu_m$, $K=(r-1)/(r+1)$, $E_0=\mu_mb^2/4\pi$ and $u=d/h$, the force per length is
\begin{equation}
F=\frac{E_0}{h}f(u),\qquad
f(u)=\frac Ku-(1-K^2)\sum_{n\ge1}\frac{K^{n-1}}{u+n}.
\label{f}
\end{equation}
Equivalently, $F=2E_0\int_0^\infty R(k)e^{-2kd}dk$ with $R=(P-1)/(P+1)$ and $P=r\tanh kh$. For finite $r>1$ there is one zero $u_*=d_*/h$, stable in depth. A bare metal surface gives $F=-E_0/d$.

Within this model, a screw dislocation under a welded film has a rest depth only if the film is stiffer than the metal, and that depth is then unique and stable. What remains is to find its size in limiting cases and for aluminium under alumina, and to see how anisotropy, friction, core width and temperature affect it.
